# Why Shallow Core Holes Usually Decay by Auger Emission

Take a nucleus of effective charge $Z=2.5$ with a single electron in the $2p$ orbital and nothing in $1s$. The electron can fall to $1s$, and the energy released must leave the ion. With no other electron present, it leaves as a photon. The wait is long by atomic standards: the rate found below is $2.45\times10^{10}\ \mathrm{s^{-1}}$, a mean lifetime of about 41 ps.

Now add two electrons, one in $1s$ and one more in $2p$. There is still one vacancy in $1s$, and the same electron can still fall into it, in the model below with the same photon rate. Yet the vacancy now lasts only 5.4 fs. The second $2p$ electron has taken up the energy and left the ion, which is Auger emission. The question is why the photon is so slow in comparison, and how far the smallness of the transition energy explains it.

## The ion and its energies

Let $E_h$ be the hartree energy, $a_0$ the Bohr radius, $m$ the electron mass, $e>0$ the elementary charge and $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$. The electrons are non-relativistic and the nucleus is fixed. All orbitals are hydrogen-like with one effective charge $Z$, so that

$$E_n=-\frac{Z^2}{2n^2}E_h .$$

The repulsion between electrons enters only as the cause of decay, to first order; its shifts of the levels are left out. The charge $Z=2.5$ is a round parameter and stands for no particular element.

Before illumination the ion holds $1s^2\,2p_{+1}^2$, where the subscript is the magnetic quantum number. The $1s$ binding energy is $Z^2E_h/2=85.04$ eV. A 92 eV photon can therefore remove the spin-down $1s$ electron, which leaves with $92.00-85.04=6.96$ eV. What remains is the determinant

$$|i\rangle=|1s{\uparrow}\;2p_{+1}{\uparrow}\;2p_{+1}{\downarrow}\rangle .$$

The energy that matters from here on is not 92 eV. It is the transition energy

$$\hbar\omega=E_2-E_1=\left(\frac12-\frac18\right)Z^2E_h=\frac38Z^2E_h=63.78\ \mathrm{eV}.$$

## The photon channel

The orbitals are much smaller than the wavelength, so the coupling to light is $-\mathbf d\cdot\mathbf E$ with the field taken at the nucleus. In a box of volume $V$, a mode of frequency $\omega_k$ and polarization $\boldsymbol\epsilon$ has the one-photon field amplitude $\sqrt{\hbar\omega_k/(2\varepsilon_0V)}$. The golden rule gives

$$A=\frac{2\pi}{\hbar}\sum_{\mathbf k,\boldsymbol\epsilon}\frac{\hbar\omega_k}{2\varepsilon_0V}\,|\boldsymbol\epsilon^*\!\cdot\mathbf d|^2\,\delta(\hbar\omega_k-\hbar\omega),$$

where $\mathbf d$ is now the transition matrix element of the dipole. The two polarizations span the plane normal to $\mathbf k$, so their sum is $|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$. Averaged over directions this is $\tfrac23|\mathbf d|^2$. The sum over wave vectors becomes

$$\sum_{\mathbf k}\to\frac{V}{(2\pi)^3}\,4\pi\int k^2dk=\frac{V}{2\pi^2c^3}\int\omega_k^2\,d\omega_k .$$

With $\delta(\hbar\omega_k-\hbar\omega)=\delta(\omega_k-\omega)/\hbar$, the factors combine to

$$A=\frac{2\pi}{\hbar^2}\,\frac{\hbar\omega}{2\varepsilon_0V}\,\frac{2|\mathbf d|^2}{3}\,\frac{V\omega^2}{2\pi^2c^3}
=\frac{\omega^3|\mathbf d|^2}{3\pi\varepsilon_0\hbar c^3}.$$

This is where the cube comes from. Two powers of $\omega$ count the modes into which a photon can go, and the third is the squared field of one photon. The cube is a statement at fixed dipole.

An explicit sum over box modes tests this result. At frequencies of 20 and 40 mode spacings it exceeds the formula by 0.48 % and 0.12 %. The excess comes from replacing the delta function by a Gaussian of width $\sigma=0.8$ spacings: the mean of $n^3$ about $n_0$ is $n_0^3+3n_0\sigma^2$, a relative excess of $3\sigma^2/n_0^2$, which gives these two numbers.

In $|i\rangle$ only the spin-down $2p$ electron can fall, because the dipole does not act on spin and $1s{\uparrow}$ is occupied. The radial functions, normalized by $\int P^2dr=1$, are

$$P_{1s}=2\left(\frac{Z}{a_0}\right)^{3/2}\!r\,e^{-Zr/a_0},\qquad
P_{2p}=\frac{1}{\sqrt{24}}\left(\frac{Z}{a_0}\right)^{5/2}\!r^2e^{-Zr/2a_0}.$$

Their dipole integral follows from $\int_0^\infty r^4e^{-br}dr=24/b^5$ with $b=3Z/(2a_0)$:

$$D=\int_0^\infty P_{1s}\,r\,P_{2p}\,dr=\frac{2}{\sqrt{24}}\frac{Z^4}{a_0^4}\,24\left(\frac{2a_0}{3Z}\right)^5
=2\sqrt{24}\left(\frac23\right)^5\frac{a_0}{Z}.$$

For the angles, $Y_{11}=-\sqrt{3/8\pi}\,\sin\theta\,e^{i\phi}$ and $Y_{00}=1/\sqrt{4\pi}$. The $x$ and $y$ components of $\int\hat{\mathbf r}\,Y_{11}d\Omega$ each have modulus $\sqrt{3/8\pi}\,(4\pi/3)$, and the $z$ component vanishes. The squared angular factor is thus

$$\frac{1}{4\pi}\cdot2\cdot\frac{3}{8\pi}\left(\frac{4\pi}{3}\right)^2=\frac13,
\qquad |\mathbf d|^2=\frac{e^2D^2}{3}.$$

Substituting $e^2=4\pi\varepsilon_0\hbar c\,\alpha$ gives $A=\tfrac49\alpha\,\omega^3D^2/c^2$. With $E_h=\alpha^2mc^2$ and $a_0=\hbar/(\alpha mc)$,

$$A=\frac49\cdot\frac{27}{512}\cdot96\left(\frac23\right)^{10}\alpha^5\frac{mc^2}{\hbar}Z^4
=\left(\frac23\right)^8\alpha^5\,\frac{mc^2}{\hbar}\,Z^4,$$

since the first three numbers multiply to $9/4=(2/3)^{-2}$. At $Z=2.5$ this is $A=2.449\times10^{10}\ \mathrm{s^{-1}}$.

## The Auger channel

In the competing process one $2p$ electron fills the hole and the other leaves with energy $\varepsilon$. The two start with $2E_2$ and end with $E_1+\varepsilon$, so

$$\varepsilon=2E_2-E_1=\left(-\frac14+\frac12\right)Z^2E_h=\frac{Z^2}{4}E_h=42.52\ \mathrm{eV}.$$

It is positive, so the channel is open.

The initial and final determinants differ in two orbitals. Their matrix element is then a direct Coulomb integral minus an exchange integral. The repulsion leaves each spin unchanged. The spin-down electron must fill $1s{\downarrow}$ and the spin-up electron must leave, so the exchange integral vanishes:

$$M=\Big\langle 1s(1)\,\chi(2)\Big|\frac{e^2}{4\pi\varepsilon_0r_{12}}\Big|2p_{+1}(1)\,2p_{+1}(2)\Big\rangle .$$

Here $\chi$ is the outgoing wave. Expand the repulsion in multipoles,

$$\frac1{r_{12}}=\sum_{kq}\frac{4\pi}{2k+1}\frac{r_<^k}{r_>^{k+1}}Y_{kq}^*(1)\,Y_{kq}(2),$$

with $r_<$ and $r_>$ the smaller and larger of $r_1,r_2$. For electron 1, $\int Y_{00}^*Y_{kq}^*Y_{11}d\Omega$ vanishes unless $k=q=1$, when it is $1/\sqrt{4\pi}$. Electron 2 then carries the angular function

$$Y_{11}^2=\frac{3}{8\pi}\sin^2\theta\,e^{2i\phi}=\sqrt{\frac{3}{10\pi}}\,Y_{22},$$

because $Y_{22}=\sqrt{15/32\pi}\,\sin^2\theta\,e^{2i\phi}$. It leaves as a $d$ wave. The angular factor is

$$\frac{4\pi}{3}\cdot\frac1{\sqrt{4\pi}}\cdot\sqrt{\frac3{10\pi}}=\sqrt{\frac2{15}}=0.36515,$$

which a direct angular integration of $1/r_{12}$, without the expansion, confirms. Hence $M=\sqrt{2/15}\,R$ with

$$R=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\!\int_0^\infty P_{1s}(r_1)P_{2p}(r_1)\,\frac{r_<}{r_>^2}\,P_\varepsilon(r_2)P_{2p}(r_2)\,dr_1dr_2 .$$

The function $P_\varepsilon$ is the regular $d$ wave in the field of charge $Z$, normalized by $\int P_\varepsilon P_{\varepsilon'}dr=\delta(\varepsilon-\varepsilon')$. This fixes its amplitude $N$ at large distance. A sine wave of amplitude $N$ and wave number $\kappa$ has the overlap $N^2(\pi/2)\,\delta(\kappa-\kappa')$, and $\delta(\kappa-\kappa')=(\hbar^2\kappa/m)\,\delta(\varepsilon-\varepsilon')$, so $N^2=2m/(\pi\hbar^2\kappa)$. The sum over final states is then an integral over energy with unit weight, and the golden rule reads

$$W=\frac{2\pi}{\hbar}|M|^2=\frac{4\pi}{15\hbar}R^2 .$$

Numerically $R=0.07344\sqrt{E_h}$. The unit of rate $E_h/\hbar$ follows from $\omega=\tfrac38Z^2E_h/\hbar=9.689\times10^{16}\ \mathrm{s^{-1}}$ on division by $2.344$, which gives $4.134\times10^{16}\ \mathrm{s^{-1}}$. Therefore

$$W=0.8378\times(0.07344)^2\times4.134\times10^{16}\ \mathrm{s^{-1}}=1.868\times10^{14}\ \mathrm{s^{-1}}.$$

A second calculation does not use the golden rule. It couples the state with the hole to $d$ waves in a large box and follows the probability that the hole survives. The logarithmic slope gives $1.870\times10^{14}\ \mathrm{s^{-1}}$, within 0.1 % of the formula.

The Auger rate is 7630 times the photon rate. The fluorescence yield, the fraction of holes that emit a photon, is

$$Y=\frac{A}{A+W}=1.3\times10^{-4}.$$

The lifetime $1/(A+W)$ is 5.35 fs and the energy width $\hbar(A+W)$ is 123 meV. Both are set almost wholly by $W$.

The energy account closes. Of the 92 eV absorbed, 6.96 eV goes to the photoelectron and 42.52 eV to the Auger electron. The remaining 42.52 eV is $-2E_2=Z^2E_h/4$, the cost of removing two $2p$ electrons. Of the 63.78 eV released when the hole is filled, two thirds becomes kinetic energy of the Auger electron, and the rest frees that electron from the ion.

## What the cube compares

A small transition energy must be small relative to something. To see what, choose a length $a$ of atomic size, write $|\mathbf d|^2=e^2|\mathbf r|^2$, and multiply and divide $A$ by $a^3$:

$$A=\frac43\,\Gamma\left(\frac{\omega a}{c}\right)^3,\qquad
\Gamma=\frac{e^2|\mathbf r|^2}{4\pi\varepsilon_0\hbar a^3}.$$

The factor $\Gamma$ is a Coulomb energy between dipoles of atomic size at an atomic distance, divided by $\hbar$. It contains no speed of light. The cube compares the atom with the reduced wavelength $c/\omega$.

Take for $a$ the mean radius of the $2p$ orbital,

$$a=\int_0^\infty rP_{2p}^2dr=\frac1{24}\left(\frac Z{a_0}\right)^5 120\left(\frac{a_0}{Z}\right)^6=\frac{5a_0}{Z}=0.106\ \mathrm{nm}.$$

The reduced wavelength is 3.09 nm, so $\omega a/c=0.0342$ and its cube is $4.00\times10^{-5}$. With $\Gamma=4.588\times10^{14}\ \mathrm{s^{-1}}$,

$$A=\tfrac43\times4.588\times10^{14}\times4.002\times10^{-5}\ \mathrm{s^{-1}}=2.45\times10^{10}\ \mathrm{s^{-1}}.$$

The prefactor $\Gamma$ is 2.5 times $W$. Its value depends on the choice of $a$. With this choice $|\mathbf r|^2/a^3$, and so $\Gamma$, grows as $Z$, and at $Z=2.5$ it has the size of an Auger rate. At this charge the smallness of $A/W$ then sits in the cube.

The two channels even begin with the same source. The transition density $P_{1s}P_{2p}$ of the falling electron acts on the other one through the radial function

$$\frac1{r^2}\int_0^r sP_{1s}P_{2p}\,ds+r\int_r^\infty\frac{P_{1s}P_{2p}}{s^2}\,ds\;\longrightarrow\;\frac{D}{r^2}\qquad(r\to\infty).$$

The limit contains the very integral $D$ that sets the photon rate. A neighbour in the same shell sits within or close to this source and feels its Coulomb field directly, whereas radiation requires energy to detach from a source much smaller than its wavelength. The outer limit is not used for $W$ itself, because the two $2p$ electrons overlap.

## Making the hole deeper

The explanation can be tested by changing $Z$, which changes the depth of the hole and keeps the configuration. Set $r=a_0x/Z$. In the radial equation for $P_\varepsilon$, the kinetic, centrifugal and Coulomb terms and the energy $Z^2E_h/4$ all carry the factor $Z^2$, so the shape of the wave in $x$ does not depend on $Z$. The factors in $R$ are as follows.

- $P_{1s}P_{2p}\,dr_1$ gives $Z^{1/2}Z^{1/2}Z^{-1}=1$.
- $r_</r_>^2$ gives $Z$.
- $P_\varepsilon$ gives $Z^{-1/2}$, because $N^2\propto1/\kappa$ and $\kappa\propto Z$. Hence $P_\varepsilon P_{2p}\,dr_2$ gives $Z^{-1/2}Z^{1/2}Z^{-1}=Z^{-1}$.

The product is 1, and $W$ does not depend on $Z$ in this model. The Coulomb coupling is stronger in a compact ion, but the final states are spread more thinly in energy, and the two effects cancel.

The photon rate does change, though not as $\omega^3$. The orbitals of a shallow hole are larger, so the dipole grows as $1/Z$ while $\omega$ falls as $Z^2$:

$$A\propto\omega^3|\mathbf d|^2\propto Z^6Z^{-2}=Z^4\propto\omega^2 .$$

The same law appears when the dipole is expressed by the oscillator strength $f=2m\omega|\mathbf r|^2/(3\hbar)$. With $|\mathbf r|^2=D^2/3$ this is $f=0.139$, the value for one $2p$ sublevel and one third of the absorption strength 0.416 of the whole $1s\to2p$ line. Inserting $|\mathbf r|^2=3\hbar f/(2m\omega)$ into $A$ gives

$$A=\frac{e^2\omega^2}{2\pi\varepsilon_0mc^3}\,f .$$

At fixed dipole the power is three; at fixed oscillator strength it is two. Hydrogen-like scaling belongs to the second case.

| $Z$ | $\hbar\omega$ (eV) | $A$ (s$^{-1}$) | $Y$ |
|---|---|---|---|
| 2.5 | 63.8 | $2.45\times10^{10}$ | 0.00013 |
| 5 | 255 | $3.92\times10^{11}$ | 0.0021 |
| 10 | 1020 | $6.27\times10^{12}$ | 0.032 |
| 20 | 4082 | $1.00\times10^{14}$ | 0.35 |
| 40 | 16327 | $1.60\times10^{15}$ | 0.90 |

Going from $Z=20$ to $Z=2.5$, the factor $\omega^3$ falls to $3.81\times10^{-6}$ of its value, while $|\mathbf d|^2$ grows by 64. The photon rate falls to $64\times3.81\times10^{-6}=2.44\times10^{-4}$ of its value. The cube alone would overstate the loss 64 times. The conclusion survives because the growth of the dipole recovers only one of the three powers of $\omega$, and $W$ stays where it was.

For deep holes the order reverses. Let $A_1$ be the photon rate at $Z=1$. Then $A_1Z^4=W$ gives

$$Z_\times=\left(\frac{W}{A_1}\right)^{1/4}=\left(\frac{1.868\times10^{14}}{6.268\times10^{8}}\right)^{1/4}=23.4,$$

where $A_1$ is the table entry at $Z=10$ divided by $10^4$. The transition energy there is about 5.6 keV. This crossing belongs to the model and is not a prediction for an element. From the expressions above, $\omega a/c=\tfrac38Z^2\cdot\tfrac5Z\,\alpha=\tfrac{15}8\alpha Z$, which is already 0.27 at $Z=20$. The long-wavelength and non-relativistic assumptions lose accuracy as $Z$ grows. At $Z=2.5$ they are well satisfied. The neglect of level shifts behaves the other way, since the repulsion grows as $Z$ and the level spacings as $Z^2$. Taken to first order with these orbitals at $Z=2.5$, the repulsion would lower $\hbar\omega$ from 63.8 to 33.9 eV, which multiplies $\omega^3$ by 0.15, while $\varepsilon$ would move only from 42.5 to 44.5 eV. The Auger rate also depends on the charge seen by the outgoing electron: it is $2.6\times10^{14}\ \mathrm{s^{-1}}$ if that charge is screened to 0.5. The numbers at small $Z$ are therefore those of the model, although both changes make $W/A$ larger.

## When a small energy is not enough

Nothing so far says that a small $\omega$ causes Auger decay. It makes the competitor slow. The Auger channel must also exist. Spin, parity and angular momentum must allow it, as they do for $|i\rangle$, where $M$ is not zero. Beyond that, it requires two things.

The first is a partner. The lone electron of the opening has none, and it radiates however slowly. A distant partner is also a poor one. At a distance $b$ well outside the orbitals but well inside $c/\omega$, the potential $D/r^2$ has a field proportional to $1/b^3$. For a given dipole of the partner the matrix element follows this field, and the rate falls as $1/b^6$.

The second is energy. The ion with the hole must lie above the lowest state with one more electron removed. In the model, a $1s$ hole filled from $n=2$ has $\varepsilon=Z^2E_h/4$, a comfortable margin. A hole in $n=2$ filled from $n=3$ would have

$$\varepsilon=2E_3-E_2=\left(-\frac19+\frac18\right)Z^2E_h=\frac{Z^2}{72}E_h,$$

which is 18 times smaller. With so thin a margin, the level shifts left out here can decide whether the channel is open.

Water shows a closed channel in a real molecule. The calculation uses Hartree–Fock theory, restricted for the neutral molecule and unrestricted for the ions, in the cc-pVTZ basis, with fixed nuclei, O–H distances of 0.96 Å and an angle of 104.5°. The oxygen $1s$ level, estimated as minus its orbital energy, lies at 559 eV, and at 539 eV once the orbitals relax around the hole; either value is far beyond a 92 eV photon. The deepest hole within reach is in the inner-valence orbital $2a_1$, which is not a core orbital. The ion with this hole lies about 34 eV above the neutral molecule. The triplet dication, taken here as the lowest state with two electrons removed, lies at about 37 eV. The second electron lacks about 3 eV.

The photon brought 92 eV, but the excess left with the photoelectron and cannot help. At this level of theory the isolated molecule cannot emit a second electron from this state, so $W=0$ however small $A$ may be. It does not follow that a photon comes out, since the nuclei can move and the molecule can break up. The calculation also leaves out electron correlation, which shifts both energies and mixes the hole with other states (coupled-cluster theory with single and double excitations in the same basis puts the hole near 33 eV and the triplet dication near 40 eV, so the gap widens to about 7 eV), and it leaves out neighbouring molecules, whose electrons could serve as partners.

The dominance of Auger decay therefore rests on conditions. A shallow core hole with outer electrons close by, enough energy to free one of them and no symmetry that forbids it decays through the Coulomb field at a rate that does not contain the speed of light. The photon must compete from an atom much smaller than its wavelength. The numerical output below gives the values with further digits.

## Numbers as computed

```
Photon energy: 92.0 eV; effective charge Z: 2.5
1s binding energy: 85.04 eV
Photoelectron energy: 6.96 eV
2p-1s transition energy: 63.78 eV
Transition angular frequency: 9.6894e+16 s^-1
Auger electron energy: 42.52 eV
Radial dipole integral D: 2.7311e-11 m
Radial Coulomb integral R: 0.07344 sqrt(hartree)
Angular factor, direct integral: 0.365148
Radiative rate A: 2.4486e+10 s^-1
Auger rate W: 1.8682e+14 s^-1
Auger rate from decay in time: 1.8698e+14 s^-1
Ratio W/A: 7629.8
Fluorescence yield: 1.310e-04
Hole lifetime: 5.352 fs
Hole energy width: 122.98 meV
Mean 2p radius a: 0.1058 nm
Reduced wavelength c/omega: 3.0940 nm
omega a/c: 0.03421; its cube: 4.002e-05
Near-field rate e^2|r|^2/(4 pi eps0 hbar a^3): 4.5883e+14 s^-1
Mode sum / formula: 1.00480, 1.00120
Power of omega at fixed dipole, mode sum: 2.9948
Power of omega with hydrogen-like dipoles: 2.0000
Z, transition energy (eV), A (s^-1), W (s^-1), yield:
   2.5      63.78 2.4486e+10 1.8682e+14 1.310e-04
   5.0     255.11 3.9177e+11 1.8682e+14 2.093e-03
  10.0    1020.43 6.2683e+12 1.8682e+14 3.246e-02
  20.0    4081.71 1.0029e+14 1.8682e+14 3.493e-01
  40.0   16326.83 1.6047e+15 1.8682e+14 8.957e-01
From Z=20 to Z=2.5, factor from omega^3: 3.8147e-06
From Z=20 to Z=2.5, factor from |d|^2: 64.00
From Z=20 to Z=2.5, factor in A: 2.4414e-04
Model crossing A=W at Z: 23.37
Transition energy at crossing: 5571 eV
Water geometry: O-H 0.96 angstrom, angle 104.5 degrees
Water O 1s, minus orbital energy: 559.3 eV
Water 2a1 hole energy, UHF: 33.98 eV
Water triplet dication energy, UHF: 36.91 eV
Energy missing for second electron: 2.93 eV
```
